# Why the Dirac scalar is not a probability density

**Q:** For a Dirac particle I take \(\bar\psi\psi\) as the probability density. It is real, it has the same value for every inertial observer, and for an electron at rest it equals the sum of the squared components. What more could one ask?

**A:** Two things: a probability density must never be negative, and its total must stay constant. Let me fix conventions so that we can look at both. I set \(\hbar=c=1\) and write the free Dirac equation as

\[
i\,\partial_t\psi=H\psi,\qquad H=\boldsymbol\alpha\cdot\mathbf p+\beta m,\qquad \mathbf p=-i\nabla .
\]

The matrices \(\alpha_x,\alpha_y,\alpha_z,\beta\) are Hermitian, each squares to one, and any two different ones anticommute. I use the representation in which \(\beta\) is diagonal with entries \(1,1,-1,-1\), and \(\alpha_i\) has the Pauli matrix \(\sigma_i\) in its two off-diagonal blocks. With \(\bar\psi=\psi^\dagger\beta\), the two candidates are

\[
\rho=\psi^\dagger\psi=|\psi_1|^2+|\psi_2|^2+|\psi_3|^2+|\psi_4|^2,
\]
\[
S=\bar\psi\psi=|\psi_1|^2+|\psi_2|^2-|\psi_3|^2-|\psi_4|^2 .
\]

Nothing in the second line prevents a negative value. At rest, with positive energy, the two lower components vanish and \(S=\rho\), which is the case you had in mind.

**Q:** Then how far apart are they for a moving particle, say a plane wave?

**A:** Write the wave as \(u\,e^{i(\mathbf p\cdot\mathbf r-Et)}\), with \(\mathbf p\) now a number vector and \(Hu=Eu\). The energy \(E\) carries its sign. Because \(\beta\) anticommutes with each \(\alpha_i\), the momentum terms cancel in the sum

\[
H\beta+\beta H=\mathbf p\cdot(\boldsymbol\alpha\beta+\beta\boldsymbol\alpha)+2m\beta^2=2m .
\]

Now place this between \(u^\dagger\) and \(u\). Since \(H\) is Hermitian, it gives \(E\) whether it acts to the right or to the left:

\[
2E\,u^\dagger\beta u=2m\,u^\dagger u
\quad\Longrightarrow\quad
S=\frac{m}{E}\,\rho\qquad(E\neq0).
\]

The spin state did not enter. Take \(m=1\) as the unit and \(p=0.75\,m\). Then \(E=\pm\sqrt{1+0.5625}\,m=\pm1.25\,m\), and \(S/\rho=\pm1/1.25=\pm0.8\). For a plane wave of a massless particle \(S\) vanishes everywhere, although \(\rho\) does not.

For a slow particle of positive energy, \(m/E\approx1-p^2/(2m^2)\). At \(p=0.01\,m\) this is 0.99995, so a slow plane wave hardly reveals the difference.

**Q:** The negative sign belongs to negative energies, which I can leave out. The factor 0.8 is a constant, which I can absorb in the normalization.

**A:** That works for one plane wave. Try two waves of positive energy, with momenta \(+p\) and \(-p\) along \(z\) and the same spin, up along \(z\). Components 2 and 4 are then zero, and on components 1 and 3 the eigenvalue equation is

\[
\begin{pmatrix} m&p\\ p&-m\end{pmatrix}\begin{pmatrix}a\\ b\end{pmatrix}=E\begin{pmatrix}a\\ b\end{pmatrix}
\quad\Longrightarrow\quad \frac ba=\frac{E-m}{p}.
\]

Squaring, and using \(p^2=(E-m)(E+m)\), gives \(b^2/a^2=(E-m)/(E+m)\). With \(a^2+b^2=1\) this means

\[
a^2=\frac12\Big(1+\frac mE\Big),\qquad b^2=\frac12\Big(1-\frac mE\Big).
\]

Reversing \(p\) reverses the sign of \(b\). Apart from the common factor \(e^{-iEt}\), the equal superposition is

\[
\frac1{\sqrt2}\left[\begin{pmatrix}a\\ b\end{pmatrix}e^{ipz}+\begin{pmatrix}a\\ -b\end{pmatrix}e^{-ipz}\right]
=\sqrt2\begin{pmatrix}a\cos pz\\ i\,b\sin pz\end{pmatrix},
\]

and therefore

\[
\rho=2a^2\cos^2pz+2b^2\sin^2pz,\qquad S=2a^2\cos^2pz-2b^2\sin^2pz .
\]

For our numbers \(a^2=0.9\) and \(b^2=0.1\). At \(z=0\) both densities are 1.8, in units where the average of \(\rho\) is 1. At \(z=\pi/(2p)=2.09/m\) the cosine vanishes, and \(\rho=0.2\) while \(S=-0.2\). No constant factor repairs a ratio that runs from \(+1\) to \(-1\) within one state, and no negative energy was involved.

**Q:** I am uneasy about giving up invariance. Surely the probability of finding the particle should not depend on the observer.

**A:** The total probability should not. A density is probability per volume, and a moving volume is contracted, so its density has to increase. A boost along \(z\) that takes a particle from rest to momentum \(p=m\sinh\eta\) multiplies its spinor by \(e^{\eta\alpha_z/2}\). Moving \(\beta\) through \(\alpha_z\) changes a sign, so

\[
e^{\eta\alpha_z/2}\,\beta\,e^{\eta\alpha_z/2}=\beta\,e^{-\eta\alpha_z/2}e^{\eta\alpha_z/2}=\beta ,
\]

and \(S\) is unchanged. For \(\rho\) there is no such cancellation. Using \(\alpha_z^2=1\) to sum the exponential series,

\[
\rho'=u^\dagger e^{\eta\alpha_z}u=\cosh\eta\;u^\dagger u+\sinh\eta\;u^\dagger\alpha_zu .
\]

The last term vanishes for a positive-energy particle at rest, because \(\alpha_z\) connects upper components with lower ones and the lower ones are zero. Since \(\cosh\eta=\sqrt{1+p^2/m^2}=E/m\), \(\rho\) rises from 1 to 1.25 in our example. The volume shrinks by the factor \(m/E=0.8\), and \(1.25\times0.8=1\), so the probability in it is preserved. For a positive-energy plane wave, \(S\) is thus the density seen in the rest frame of the particle.

**Q:** Does \(S\) have a meaning that survives outside the rest frame?

**A:** Yes, it measures how the energy responds to the mass. Take a normalized eigenvector, so that \(E=u^\dagger Hu\), and differentiate at fixed \(\mathbf p\). The changes of \(u\) contribute \(E\,d(u^\dagger u)/dm=0\), and \(dH/dm=\beta\) leaves

\[
\frac{dE}{dm}=u^\dagger\beta u=\frac mE .
\]

This agrees with differentiating \(E=\pm\sqrt{p^2+m^2}\) directly. A fast particle has most of its energy in its motion, so its energy depends weakly on its mass and \(S\) is small.

**Q:** Could \(S\) still be conserved, as some density other than probability? The Dirac equation gives a continuity equation for \(\rho\). Why not for \(S\)?

**A:** Do the two calculations side by side. The equation and its adjoint are

\[
\partial_t\psi=-\boldsymbol\alpha\cdot\nabla\psi-im\beta\psi,\qquad
\partial_t\psi^\dagger=-(\nabla\psi^\dagger)\cdot\boldsymbol\alpha+im\psi^\dagger\beta .
\]

For \(\rho\) the mass terms \(+im\psi^\dagger\beta\psi\) and \(-im\psi^\dagger\beta\psi\) cancel, and the rest is a divergence by the product rule:

\[
\partial_t\rho=-(\nabla\psi^\dagger)\cdot\boldsymbol\alpha\psi-\psi^\dagger\boldsymbol\alpha\cdot\nabla\psi=-\nabla\cdot(\psi^\dagger\boldsymbol\alpha\psi).
\]

For \(S\) the mass terms are \(\pm im\psi^\dagger\psi\) and cancel as well. In the first gradient term, however, \(\boldsymbol\alpha\) stands to the left of \(\beta\), and in the second to the right. Using \(\boldsymbol\alpha\beta=-\beta\boldsymbol\alpha\) in the first,

\[
\partial_tS=-(\nabla\psi^\dagger)\cdot\boldsymbol\alpha\beta\psi-\psi^\dagger\beta\boldsymbol\alpha\cdot\nabla\psi
=+(\nabla\psi^\dagger)\cdot\beta\boldsymbol\alpha\psi-\psi^\dagger\beta\boldsymbol\alpha\cdot\nabla\psi .
\]

The two terms have opposite signs, so the product rule no longer joins them into one divergence.

**Q:** That shows that one method fails. Perhaps a cleverer current exists. In one dimension I could even define \(J(z)=-\int_0^z\partial_tS\,dz'\), and continuity would hold by construction.

**A:** It would, and for that reason "obeys no continuity equation" needs a restriction. Your \(J\) singles out the point \(z=0\). I ask for a current built from \(\psi\) by a rule that is the same at every place and does not depend on the overall phase of \(\psi\). The rule must also give a finite current for plane waves and their superpositions. This excludes moving the lower limit of your integral to \(-\infty\), because that integral diverges when \(\partial_tS\) is uniform and nonzero. The claim is that no such current satisfies \(\partial_tS+\nabla\cdot\mathbf J=0\) for all solutions. One counterexample is enough.

Keep one momentum \(p\) along \(z\) and spin up, and mix both energies equally. In components 1 and 3 the vector for \(+E\) is \(u_+=(a,b)\). The one for \(-E\) is orthogonal to it, \(u_-=(b,-a)\). The state is

\[
\psi=\frac{e^{ipz}}{\sqrt2}\left(u_+e^{-iEt}+u_-e^{iEt}\right).
\]

In \(\rho\) the interference term contains \(u_+^\dagger u_-=ab-ba=0\), so \(\rho=1\). In \(S\) the direct terms are \(\tfrac12(m/E-m/E)=0\). The interference term contains

\[
u_+^\dagger\beta u_-=ab+ab=2ab=\sqrt{1-\frac{m^2}{E^2}}=\frac pE .
\]

It appears with the time factor \(e^{2iEt}\), together with its complex conjugate, so

\[
S=\frac pE\cos2Et .
\]

With \(p/E=0.6\), \(S\) swings from \(+0.6\) to \(-0.6\) in a time \(\pi/(2E)=1.26/m\), and back again in the same time.

Shifting this state along \(z\) multiplies it by a phase, and shifting it sideways does nothing. Any current of the kind I allowed is therefore uniform in space and has zero divergence. Continuity would demand \(\partial_tS=0\), but \(\partial_tS=-2p\sin2Et\). The scalar changes everywhere at once, and no allowed current can supply the net flow into a region that this change would need.

**Q:** You have used negative energies again. What if I admit positive ones alone?

**A:** For a free particle you then have a real exception. Write \(\psi=\sum_a u_a e^{i(\mathbf p_a\cdot\mathbf r-E_at)}\), with the amplitudes included in the \(u_a\) and all \(E_a>0\). Then

\[
S=\sum_{a,b}u_a^\dagger\beta u_b\,e^{i\phi_{ab}},\qquad
\phi_{ab}=(\mathbf p_b-\mathbf p_a)\cdot\mathbf r-(E_b-E_a)t .
\]

Since \(E_b^2-E_a^2=p_b^2-p_a^2\), dividing by \(E_a+E_b\) gives

\[
E_b-E_a=(\mathbf p_b-\mathbf p_a)\cdot\frac{\mathbf p_a+\mathbf p_b}{E_a+E_b}.
\]

This suggests the current

\[
\mathbf J=\sum_{a,b}\frac{\mathbf p_a+\mathbf p_b}{E_a+E_b}\,u_a^\dagger\beta u_b\,e^{i\phi_{ab}} .
\]

In each term, \(\partial_t\) acting on \(S\) gives \(-i(E_b-E_a)\), and the divergence of \(\mathbf J\) gives \(+i(E_b-E_a)\). The sum is zero. This current is nonlocal: it cannot be written with a finite number of derivatives of \(\psi^\dagger\) and \(\psi\) at one point. Suppose it could. The spinors can be taken as columns of the matrix \(H+E\), so continuity for each pair of waves would be a polynomial identity in the momenta and in \(E_a\) and \(E_b\). Such an identity stays true when the sign of the square root \(E_b=\sqrt{p_b^2+m^2}\) is reversed. The current would then work for mixed energies too, which the counterexample forbids. For the pair \(+E,-E\) at the same momentum the denominator vanishes and the construction breaks down, as the counterexample requires.

**Q:** Then the total of \(S\) is constant for a free packet of positive energy. Is it one?

**A:** It is constant but smaller than one. Integration over space removes interference between different momenta, and at each momentum \(S\) is \(m/E\) times \(\rho\). For a packet with total probability 1,

\[
\int S\,d^3r=\Big\langle\frac mE\Big\rangle .
\]

Consider a packet that varies along \(z\) alone, normalized per unit area across it, with spin up and a Gaussian momentum distribution of mean \(0.75\,m\) and standard deviation \(0.2\,m\). Summing its plane waves numerically and integrating over \(z\) gives a total \(S\) of 0.8002 at \(t=0\) and again at \(t=20/m\). You could divide by this number, but it depends on the state and on the observer, and the division would not remove negative values such as those of the standing wave.

**Q:** Still, a conserved total is something. Does it survive when a force acts?

**A:** In general it does not. Let an electron start at rest and accelerate it along \(z\) with a uniform electric field, described by a vector potential that depends on time alone. The wave function stays uniform in space, and its spinor obeys

\[
i\,\dot\psi=\left[\alpha_z k(t)+\beta m\right]\psi ,
\]

where \(k(t)\) is the kinetic momentum and \(\dot k\) is the force. The matrix in brackets is Hermitian, so \(\rho\) is constant.

Suppose the force is weak, \(|\dot k|\ll m^2\), and also changes slowly compared with the frequency \(2E\) that separates the two energies. The second condition is needed because even a weak force oscillating at that frequency gradually drives the spinor into the negative-energy state. For a single ramp that meets both conditions, the spinor stays close to the positive-energy eigenvector belonging to the current value of \(k\). (A slow periodic force tuned to an odd fraction of \(2E\) can still empty that state, but only after very many periods.) Then \(S/\rho\) must follow \(m/\sqrt{k^2+m^2}\) closely.

I take \(k(t)=0.75\,m\,\sin^2(\pi t/2T)\) with \(T=100/m\), and solve the equation by numerical integration, starting from \(\rho=S=1\):

| \(t\) in \(1/m\) | \(k/m\) | \(\rho\) | \(S\) |
|---|---|---|---|
| 0 | 0 | 1.000 | 1.000 |
| 50 | 0.375 | 1.000 | 0.936 |
| 100 | 0.750 | 1.000 | 0.800 |

To these three decimals \(S\) equals \(m/\sqrt{k^2+m^2}\) at each listed time. The largest force in this ramp is \(0.012\,m^2\). That is weak in the sense above, although for an electron it means a field of about \(1.6\times10^{16}\) V/m acting for about \(10^{-19}\) s. A slower ramp to the same \(k\) needs a weaker field and follows \(m/\sqrt{k^2+m^2}\) even more closely. Everything is uniform, so a current built by a place-independent rule again has no divergence, and yet \(S\) has fallen by a fifth of its initial value. An electron that is merely accelerated would lose a fifth of its "probability" if \(S\) were the density.

**Q:** When may I replace \(\rho\) by \(S\) as an approximation?

**A:** Subtract the two expressions we began with:

\[
\rho-S=2\left(|\psi_3|^2+|\psi_4|^2\right).
\]

The replacement is good wherever the lower components are small compared with the upper ones. For a slow free packet of positive energy, the total of \(S\) falls short of the total of \(\rho\) by the fraction \(1-\langle m/E\rangle\approx\langle p^2\rangle/(2m^2)\) of the total of \(\rho\). Point by point you need more care. At the nodes of the standing wave the upper component vanishes, so \(S=-\rho\) there however small \(p\) is, provided it is not zero. The density at such a node is then small, \(2b^2\approx p^2/(2m^2)\) compared with an average of 1, which is why the total hardly notices it.
